# Uniform spin field from a ferromagnetic insulator in a thin superconducting film

## 1. The decision

To compute the tunnelling spectrum of a superconducting film on a ferromagnetic insulator, one must choose between two calculations. One solves a differential equation across the film at every energy, with the exchange acting at one face. The other takes the density of states of a homogeneous superconductor and shifts it by a single spin energy \(h\). The second is far cheaper, but it needs a rule for how \(h\) changes with thickness and a test of when it may be used. Both follow from integrating the Usadel equation across the film:

\[
h=\frac{\Gamma}{d},
\]

where \(d\) is the thickness and \(\Gamma\), an energy times a length, measures the strength of the interface.

## 2. Equation and conventions

The film fills \(0<x<d\). The insulator touches \(x=0\) and is uniformly magnetized; \(x=d\) is a closed, non-magnetic face. Spins \(\sigma=\pm1\) are counted along the magnetization, so the two species do not mix. The metal is dirty: the mean free path is much shorter than the coherence length.

At Matsubara energy \(\omega>0\), each spin has a normal function \(G\) and an anomalous function \(F\), with \(G^2+F^2=1\). The starting point is the Usadel equation

\[
\frac{\hbar D}{2}\left(G\nabla^2F-F\nabla^2G\right)=(\omega+i\sigma h_x)F-\Delta G ,
\]

where \(D\) is the diffusion constant, \(\Delta\) the real order parameter and \(h_x\) a local exchange energy. Put \(G=\cos\theta\), \(F=\sin\theta\). Then

\[
F''=\cos\theta\,\theta''-\sin\theta\,\theta'^2,\qquad
G''=-\sin\theta\,\theta''-\cos\theta\,\theta'^2 .
\]

In \(GF''-FG''\) the terms in \(\theta'^2\) cancel and those in \(\theta''\) add to \(\theta''(\cos^2\theta+\sin^2\theta)\). Hence

\[
\frac{\hbar D}{2}\theta''=(\omega+i\sigma h_x)\sin\theta-\Delta\cos\theta. \tag{1}
\]

In a homogeneous superconductor with constant \(h\), the left side vanishes and

\[
\cos\theta=\frac{\omega+i\sigma h}{\sqrt{(\omega+i\sigma h)^2+\Delta^2}} .
\]

Real energies are reached by \(\omega\to-iE+\eta\), with \(\eta\) a small positive broadening. Then \(\omega+i\sigma h\to-i(E-\sigma h)+\eta\), so the density of states \(N_\sigma=N_0\,\mathrm{Re}\cos\theta\) depends on \(E-\sigma h\) alone. Here \(N_0\) is the normal density of states per spin. The spectrum of spin \(\sigma\) moves by \(\sigma h\), and the two peaks lie \(2h\) apart.

## 3. The contact condition

Represent the interface by an exchange layer of width \(b\) and strength \(\Gamma/b\), closed on its outer side. Integrating (1) over the layer gives

\[
\frac{\hbar D}{2}\left[\theta'(b)-0\right]
=\frac{i\sigma\Gamma}{b}\int_0^b\sin\theta\,dx+\int_0^b(\omega\sin\theta-\Delta\cos\theta)\,dx .
\]

As \(b\to0\) the last integral vanishes, while the first tends to \(i\sigma\Gamma\sin\theta(0)\). The conditions on the film are therefore

\[
\frac{\hbar D}{2}\theta'(0)=i\sigma\Gamma\sin\theta(0),\qquad \theta'(d)=0. \tag{2}
\]

At a real insulator, electrons are reflected within atomic distances, where a diffusion equation does not hold. The layer then serves as a model, and \(\Gamma\) must be tied to the reflection itself.

Let the reflection phases of the two spins differ by a small angle, \(\vartheta=\phi_--\phi_+\). A standing wave across the film obeys \(2k_xd+\phi_\sigma+\text{const}=2\pi n\), so a phase change \(\delta\phi\) shifts the wave number by \(\delta k_x=-\delta\phi/2d\). This neglects the penetration depth into the insulator beside \(d\). With \(\delta E=\hbar v_x\delta k_x\),

\[
E_+-E_-=\frac{\hbar v_x\vartheta}{2d}.
\]

Impurity scattering carries an electron through all directions. Writing \(v_x=v_F\mu\), with \(\mu\) uniform between 0 and 1, the mean splitting is

\[
2h=\frac{\hbar v_F}{2d}\int_0^1\mu\,\vartheta(\mu)\,d\mu
=\frac{\hbar v_F}{4d}\langle\vartheta\rangle,\qquad
\langle\vartheta\rangle=\int_0^1 2\mu\,\vartheta(\mu)\,d\mu .
\]

The factor \(v_F/4d\) is the rate at which an electron strikes the interface. Comparison with \(h=\Gamma/d\) gives

\[
\Gamma=\frac{\hbar v_F\langle\vartheta\rangle}{8}. \tag{3}
\]

This also shows where the thickness law comes from: each collision supplies a fixed phase, and collisions become rarer in proportion to \(1/d\).

The counting was compared with the levels of a well of width \(600/k_F\), found by finite-difference diagonalization. Its magnetic wall had heights 1.48 and 1.52 Fermi energies for the two spins. The splitting averaged over the Fermi surface agreed with the collision formula to within 1 percent.

## 4. Integration across the film

Inside the film \(h_x=0\). Integrate (1) from 0 to \(d\):

\[
\frac{\hbar D}{2}\left[\theta'(d)-\theta'(0)\right]=\int_0^d(\omega\sin\theta-\Delta\cos\theta)\,dx .
\]

By (2), the left side equals \(-i\sigma\Gamma\sin\theta(0)\). Therefore

\[
\int_0^d(\omega\sin\theta-\Delta\cos\theta)\,dx+i\sigma\Gamma\sin\theta(0)=0. \tag{4}
\]

No thinness has been used yet. Equation (4) is a balance: what the interface injects, the volume must absorb.

Now suppose that \(\theta\) is nearly constant. The right side of (1) is then nearly constant too, so \(\theta'\) is linear in \(x\). Since it vanishes at \(d\),

\[
\theta'(x)\simeq\theta'(0)\left(1-\frac{x}{d}\right),\qquad
\theta(x)\simeq\theta(0)+\theta'(0)\left(x-\frac{x^2}{2d}\right). \tag{5}
\]

With \(\theta'(0)\) from (2), the total variation is

\[
\theta(d)-\theta(0)\simeq\frac{\theta'(0)d}{2}=i\sigma\,\frac{\Gamma d}{\hbar D}\,\sin\theta. \tag{6}
\]

The supposition is consistent if

\[
\frac{\Gamma d}{\hbar D}|\sin\theta|\ll1,\qquad \frac{d^2\max(\omega,\Delta)}{\hbar D}\ll1. \tag{7}
\]

The second condition makes the film thin beside the coherence length \(\xi=\sqrt{\hbar D/2\Delta_0}\), where \(\Delta_0\) is the zero-temperature gap without exchange. The first demands a weak contact. Because \(\Gamma d/\hbar D=hd^2/\hbar D\), it follows from the second whenever \(h\) does not exceed \(\Delta\) and \(|\sin\theta|\) is of order one.

Replace \(\theta(x)\) in (4) by its mean \(\bar\theta\) and divide by \(d\):

\[
\left(\omega+i\sigma\frac{\Gamma}{d}\right)\sin\bar\theta-\Delta\cos\bar\theta=0. \tag{8}
\]

This is the homogeneous equation of section 2 with \(h=\Gamma/d\). The field is uniform because diffusion equalizes \(\theta\) across the film before pairing can respond. It acts on spin alone, since no vector potential has entered.

**A second magnetic face.** Let another insulator of strength \(\Gamma_2\) touch \(x=d\), magnetized along the same axis. The inward direction is now \(-x\), so \((\hbar D/2)\theta'(d)=-i\sigma\Gamma_2\sin\theta(d)\). The left side of the integrated equation becomes \(-i\sigma[\Gamma\sin\theta(0)+\Gamma_2\sin\theta(d)]\), and to leading order \(h=(\Gamma+\Gamma_2)/d\). For opposite magnetization \(\Gamma_2\) changes sign, and equal interfaces cancel at this order.

## 5. The first correction

Equation (4) contains \(\theta\) at the contact, which differs slightly from the mean. From (5),

\[
\bar\theta=\theta(0)+\theta'(0)\frac1d\int_0^d\left(x-\frac{x^2}{2d}\right)dx
=\theta(0)+\theta'(0)\left(\frac d2-\frac d6\right)
=\theta(0)+\frac{\theta'(0)d}{3}.
\]

Inserting \(\theta'(0)\simeq(2i\sigma\Gamma/\hbar D)\sin\bar\theta\) and expanding the sine to first order,

\[
\sin\theta(0)\simeq\sin\bar\theta-\frac{2i\sigma\Gamma d}{3\hbar D}\sin\bar\theta\cos\bar\theta .
\]

Multiply by \(i\sigma\Gamma/d\). Since \(-(i\sigma)^2=+1\), the second term becomes real and positive for both spins:

\[
\left(\omega+i\sigma\frac{\Gamma}{d}\right)\sin\bar\theta-\Delta\cos\bar\theta+\alpha\sin\bar\theta\cos\bar\theta=0,\qquad
\alpha=\frac{2\Gamma^2}{3\hbar D}. \tag{9}
\]

The volume terms in (4) also change, but their first-order change averages to zero because \(\bar\theta\) is the mean. Their second-order change is of size \(h(\Gamma d/\hbar D)^2\), smaller than \(\alpha=\tfrac23h(\Gamma d/\hbar D)\) by a further factor \(\Gamma d/\hbar D\).

The term in \(\alpha\) has the form of orbital pair breaking (section 8). At fixed \(\Gamma\) it does not depend on thickness, as long as the mean free path is short beside \(d\). At fixed \(h\) it equals \(2h^2d^2/3\hbar D\) and falls as \(d^2\).

Equations (1) and (2) were solved by finite differences with \(\Delta=1\), \(\hbar D=2\), \(\omega=0.3\) and \(h=0.4\), so that \(\xi=1\). When \(d\) was halved from 0.4 to 0.2, the error of (8) in \(\bar\theta\) fell as \(d^{2.02}\), and that of (9) as \(d^{4.03}\). The coefficient \(\tfrac23\) thus removes the leading error.

## 6. The order parameter

So far \(\Delta\) has been taken as constant, but it must satisfy the gap equation at each point:

\[
\Delta\ln\frac{T}{T_c}=2\pi k_BT\sum_{\omega>0}\left[\frac12\sum_\sigma\sin\theta_\sigma-\frac{\Delta}{\omega}\right].
\]

By (5), the deviation of \(\theta_\sigma\) from its mean is \(i\sigma a(x)\sin\bar\theta_\sigma\), with \(a\) real and proportional to \(\Gamma\). It changes the spin average by

\[
\frac12\sum_\sigma i\sigma a\sin\bar\theta_\sigma\cos\bar\theta_\sigma
=-a\,\mathrm{Im}\left(\sin\bar\theta_+\cos\bar\theta_+\right),
\]

because \(\bar\theta_-=\bar\theta_+^*\). The imaginary part vanishes with \(h\), so \(\Delta(x)\) varies only at second order in \(\Gamma\).

## 7. Two ways to leave the regime

**Thick film.** Without exchange, \(\cos\theta_B=\omega/\sqrt{\omega^2+\Delta^2}\) and \(\sin\theta_B=\Delta/\sqrt{\omega^2+\Delta^2}\). For a small deviation \(\delta=\theta-\theta_B\), equation (1) gives

\[
\frac{\hbar D}{2}\delta''=(\omega\cos\theta_B+\Delta\sin\theta_B)\,\delta=\sqrt{\omega^2+\Delta^2}\;\delta .
\]

With a closed far face, \(\delta\propto\cosh[(d-x)/\lambda]\), where \(\lambda^2=\hbar D/(2\sqrt{\omega^2+\Delta^2})\). The exchange effect at the far face is smaller than at the contact by \(1/\cosh(d/\lambda)\). For \(d=10\xi\) and \(\omega=0.3\Delta\), \(\lambda=0.98\xi\) and this ratio is \(7\times10^{-5}\); the numerical solution of (1) and (2) with a weak contact gives the same value. Such a film has no uniform field. The ratio belongs to this Matsubara energy and does not carry over to the spectral peaks: at real energies \(\sqrt{\omega^2+\Delta^2}\) becomes \(\sqrt{\Delta^2-E^2}\), so \(\lambda\) grows as \(E\) approaches \(\Delta\) and the exchange reaches farther into the film.

**Very thin film.** Here \(\theta\) is flat, but \(h=\Gamma/d\) may destroy superconductivity. Compare energies at zero temperature. With \(\mathcal E=\sqrt{\epsilon^2+\Delta_0^2}\), a pair state at band energy \(\epsilon\) contributes \(\epsilon-\mathcal E+\Delta_0^2/2\mathcal E\) in the BCS ground state and \(\epsilon-|\epsilon|\) in the normal state. The difference, summed over states, is

\[
2N_0\int_0^\infty\left(\epsilon-\mathcal E+\frac{\Delta_0^2}{2\mathcal E}\right)d\epsilon
=N_0\left[\epsilon^2-\epsilon\mathcal E\right]_0^\infty=-\frac{N_0\Delta_0^2}{2}.
\]

The normal metal gains energy by polarizing. Moving \(n\) electrons per volume from the raised spin to the lowered one costs \(n^2/N_0\) and gains \(2hn\). The minimum, at \(n=N_0h\), is \(-N_0h^2\). The gapped state has no such gain for \(h<\Delta_0\). The two energies are equal at \(h=\Delta_0/\sqrt2\), so superconductivity requires

\[
d>d_c=\frac{\sqrt2\,\Gamma}{\Delta_0}. \tag{10}
\]

This bound is for the stable state at zero temperature without spin-orbit scattering, and it assumes that \(\Gamma\) and \(\Delta_0\) do not change with thickness. The usable window for the peak positions is \(d_c<d\ll\xi\). The peak heights need more: at the gap edge \(|\sin\theta\cos\theta|\) reaches about \(\Delta/2\eta\) while the restoring factor \(\sqrt{\omega^2+\Delta^2}\) falls to about \(\sqrt{2\Delta\eta}\), so \(\alpha\) may be dropped there only if \(\alpha\Delta^{1/2}/\eta^{3/2}\) is small; otherwise (9) should be used in place of (8).

## 8. Example: aluminium on europium sulphide

Take rough typical values: \(\Delta_0=0.30\) meV, \(D=20\) cm²/s, \(v_F=2.0\times10^6\) m/s, \(d=6\) nm, \(\Gamma=0.6\) meV nm and \(T=0.3\) K. Then \(\hbar D=1316\) meV nm² and

\[
\xi=\sqrt{\frac{1316}{2\times0.30}}=46.8\ \text{nm},\qquad
h=\frac{0.6}{6}=0.10\ \text{meV}.
\]

Dividing \(h\) by the Bohr magneton gives an equivalent magnetic field of 1.73 T. The small parameters are

\[
\frac{\Delta_0d^2}{\hbar D}=\frac{0.30\times36}{1316}=0.008,\qquad
\frac{\Gamma d}{\hbar D}=\frac{0.6\times6}{1316}=0.003 .
\]

The pair breaking is \(\alpha=2(0.6)^2/(3\times1316)\) meV \(=0.18\) µeV, or 0.06 percent of \(\Delta_0\). With \(\hbar v_F=1316\) meV nm (the same figure as \(\hbar D\) by accident of the inputs), (3) gives \(\langle\vartheta\rangle=8\times0.6/1316=3.6\) mrad. A very small phase per reflection is enough. The critical thickness at zero temperature is \(d_c=\sqrt2\times0.6/0.30=2.8\) nm; without spin-orbit scattering it rises to 2.9 nm at 0.3 K and to about 3.3 nm at 1.2 K.

The full equations (1) and (2) were also solved at real energies, with \(\Delta=\Delta_0\), \(\Gamma\) held fixed and \(\eta=5\) µeV. The peak splittings at the closed face were:

| \(d\) (nm) | \(2\Gamma/d\) (meV) | full equation (meV) |
|---|---|---|
| 4 | 0.300 | 0.300 |
| 6 | 0.200 | 0.200 |
| 9 | 0.133 | 0.133 |
| 12 | 0.100 | 0.100 |

A power-law fit to the full results has exponent \(-1.002\). The peak heights agree less well than the positions: the full peaks are 6 to 7 percent lower than those of the shifted homogeneous spectrum at \(\eta=5\) µeV, and about a third lower at \(\eta=1\) µeV.

At 0.3 K the gap hardly responds to \(h\), so self-consistency is better judged at 1.2 K, with \(T_c=1.97\) K from the weak-coupling relation. For \(d=6\) nm, the gap is 0.271 meV without exchange and 0.251 meV with uniform \(h\). Solving for \(\Delta(x)\) across the film gives a mean of 0.250 meV, about 0.1 percent below the uniform-field value, and a relative spread of \(10^{-4}\).

**Comparison with a real magnetic field.** In a parallel field \(B\), take \(A=B(x-d/2)\) along the film. The anomalous function then behaves as if it carried a phase \(e^{iqy}\) with \(q=2eA/\hbar\). In the first equation of section 2 this adds \(-q^2F\) to \(\nabla^2F\), which puts \((\hbar D/2)q^2\sin\theta\cos\theta\) on the right of (1). Since the average of \((x-d/2)^2\) is \(d^2/12\),

\[
\alpha_{\rm orb}=\frac{\hbar D}{2}\,\frac{4e^2}{\hbar^2}\,\frac{B^2d^2}{12}=\frac{De^2B^2d^2}{6\hbar}.
\]

At 1.73 T this is 0.054 meV, or 18 percent of \(\Delta_0\) and a few hundred times the \(\alpha\) of the interface. For these numbers, the interface gives the same splitting with far less pair breaking.

**What the model leaves out.** Spin-orbit scattering at a rate \(1/\tau_{\rm so}\) mixes the spins. It adds \(s(G_{-\sigma}F_\sigma-F_{-\sigma}G_\sigma)=s\sin(\theta_\sigma-\theta_{-\sigma})\) to the left of (8), with \(s=\hbar/3\tau_{\rm so}\). The mean free path is \(\ell=3D/v_F=3\) nm. The rough rule \(\tau/\tau_{\rm so}=(Z/137)^4\), with \(Z=13\) and \(\hbar/\tau=\hbar v_F/\ell\), gives \(s=0.012\) meV. Solving the two coupled equations then reduces the splitting from 0.200 to 0.195 meV.

Thermal smearing matters more for what is seen. With a normal counter-electrode, the derivative of the Fermi function has a full width at half maximum of \(3.53k_BT=0.091\) meV. At this temperature the smeared spectrum still has two maxima at positive energy for 6 nm, but only one for 9 nm and 12 nm, although the splitting there exceeds this width.

Since \(\ell\) is half of \(d\), diffusion across the film is only roughly valid. The variation (6), \(\alpha\) and \(\alpha_{\rm orb}\) are therefore estimates here; with mirror-like faces, for example, the finite mean free path lowers \(\alpha_{\rm orb}\) by about a quarter, and for a direction-independent \(\vartheta\) it raises \(\alpha\) by about a fifth at 6 nm and a third at 4 nm. The leading result is safer, because the collision count behind (3) does not need \(\ell\ll d\).

The model also assumes a uniform, known \(\Gamma\). It depends on interface preparation, roughness and magnetic domains, and \(h\) follows it in proportion: half the \(\Gamma\) gives 0.05 meV instead of 0.10 meV. A thickness series tests the \(1/d\) law only if the interfaces are alike, and since \(\Delta_0\) and \(D\) of aluminium films also vary with thickness, the gap should be determined separately for each film.
